\section*{How far does the Bloch–Grüneisen fifth-power law reach?}

\section*{Question}

I am working on an exercise about the phonon part of the resistivity of a metal. It starts from the Bloch--Grüneisen formula
\begin{equation}
\rho(T)=C\left(\frac{T}{\Theta}\right)^5 J\!\left(\frac{\Theta}{T}\right),\qquad
J(x)=\int_0^x\frac{t^5\,dt}{(e^t-1)(1-e^{-t})},
\label{bg}
\end{equation}
where $\Theta$ is the Debye temperature and $C$ a constant of the metal. I am to evaluate the integral numerically and show that the pure $T^5$ law is accurate to one percent only below roughly $\Theta/13$.

I see that the $T^5$ law comes from replacing the upper limit by infinity. But the integrand falls off like $e^{-t}$, so I expected an error of about $e^{-\Theta/T}$. That is one percent at $\Theta/T=\ln 100\approx4.6$, so the law should hold up to about $\Theta/5$. Where does the 13 come from? I would also like to know where the integral itself comes from, and whether the threshold means anything for a copper interconnect.

\section*{Answer}

Your estimate drops the factor $t^5$. The integrand behaves as $t^5e^{-t}$ at large $t$, and this function has its maximum at $t=5$. Cutting the integral at $4.6$ therefore removes more than half of it. I first derive the integral, then compute the missing part.

\subsection*{Where the integral comes from}

Take a spherical Fermi surface of radius $k_F$, phonons in equilibrium with $\omega=cq$ up to the Debye wave number $q_D$, and phonon energies far below the Fermi energy. Assume that the current displaces the electron distribution rigidly: $f_{\mathbf k}=f(\varepsilon_k-\hbar\mathbf k\cdot\mathbf u)$, with drift velocity $\mathbf u$ and Fermi function $f$. This is an ansatz, not a full solution of the Boltzmann equation.

An electron goes from $\mathbf k$ to $\mathbf k'=\mathbf k+\mathbf q$ by absorbing a phonon of energy $w=\hbar\omega$. The reverse process emits it. With $n=1/(e^{w/k_BT}-1)$, the two rates are proportional to $f_{\mathbf k}(1-f_{\mathbf k'})n$ and $f_{\mathbf k'}(1-f_{\mathbf k})(n+1)$. Since $f/(1-f)$ is a Boltzmann factor and $n/(n+1)=e^{-w/k_BT}$, their ratio is
\begin{equation}
\exp\!\left[\frac{-(\varepsilon-\hbar\mathbf k\cdot\mathbf u)+(\varepsilon+w-\hbar\mathbf k'\cdot\mathbf u)-w}{k_BT}\right]
=\exp\!\left[-\frac{\hbar\mathbf q\cdot\mathbf u}{k_BT}\right].
\end{equation}
To first order in $\mathbf u$ the net absorption rate is thus the equilibrium rate times $-\hbar\mathbf q\cdot\mathbf u/k_BT$. Each net event gives the electrons momentum $\hbar\mathbf q$. Averaging over directions turns $\mathbf q(\mathbf q\cdot\mathbf u)$ into $q^2\mathbf u/3$, so there is a friction force proportional to $q^2u/T$. In a steady current it balances the electric force $n_eeE$ per volume. As the current density has magnitude $n_eeu$, the resistivity is proportional to friction divided by $u$.

The remaining factors are these.

\begin{itemize}
\item Final states: $q^2=2k_F^2(1-\cos\theta)$ gives $\sin\theta\,d\theta=q\,dq/k_F^2$, a factor $q\,dq$.
\item Coupling: the lattice strain is $q$ times the displacement, whose squared amplitude per phonon goes as $1/\omega$. The squared coupling goes as $q^2/\omega\propto q$.
\item Electron energies: set $a=e^{(\varepsilon-\mu)/k_BT}$, with $\mu$ the chemical potential, and $b=e^{w/k_BT}$. Then
\begin{equation}
f(\varepsilon)[1-f(\varepsilon+w)]=\frac{ab}{(1+a)(1+ab)}
=\frac{b}{b-1}\,[f(\varepsilon)-f(\varepsilon+w)],
\end{equation}
because the last bracket equals $a(b-1)/[(1+a)(1+ab)]$. Here $b/(b-1)=n+1$, and the area between two Fermi steps displaced by $w$ is $w$. The energy integral is $w(n+1)$.
\end{itemize}

Multiplying by the phonon number $n$ and using $w\propto q$,
\begin{equation}
\rho\propto\frac1T\int_0^{q_D}(q\,dq)\,(q)\,(q^2)\,w\,n(n+1)
\propto\frac1T\int_0^{q_D}q^5\,n(n+1)\,dq .
\end{equation}
Now put $t=w/k_BT=(q/q_D)(\Theta/T)$, where $k_B\Theta=\hbar cq_D$. Then $q^5dq\propto T^6t^5dt$, and $n(n+1)=1/[(e^t-1)(1-e^{-t})]$. The factor $1/T$ leaves $T^5J(\Theta/T)$, which is Eq.~\eqref{bg}. The upper limit $x=\Theta/T$ is the Debye cutoff: no phonon of this model has a larger energy than $k_B\Theta$. This assumes $q_D<2k_F$, as for one electron per atom, where $2k_F=1.59\,q_D$. Scattering across the Fermi sphere also needs $q\le2k_F$. With few carriers, as in semimetals or degenerately doped semiconductors, that bound comes first. Then $\Theta$ must be replaced by $2\hbar ck_F/k_B$, and every threshold below drops by the factor $2k_F/q_D$.

\subsection*{The two limits}

For small $t$ the denominator is $4\sinh^2(t/2)=t^2(1+t^2/12+\dots)$, so
\begin{equation}
J(x)=\int_0^x\left(t^3-\frac{t^5}{12}+\dots\right)dt=\frac{x^4}{4}-\frac{x^6}{72}+\dots
\end{equation}
The leading term gives $\rho\approx CT/(4\Theta)$. At high temperature each mode holds a number of phonons proportional to $T$, and the resistivity is linear.

For the opposite limit, differentiate the geometric series to get
\begin{equation}
\frac{1}{(e^t-1)(1-e^{-t})}=\frac{e^{-t}}{(1-e^{-t})^2}=\sum_{m=1}^{\infty}m\,e^{-mt}.
\end{equation}
Integration by parts gives
\begin{equation}
\int_x^\infty t^ke^{-mt}dt=\frac{x^ke^{-mx}}{m}+\frac km\int_x^\infty t^{k-1}e^{-mt}dt .
\end{equation}
Applying this from $k=5$ down to $k=0$, and multiplying by $m$, gives the part of the integral beyond $x$:
\begin{align}
R(x)&=J(\infty)-J(x)=\sum_{m=1}^\infty e^{-mx}P_m(x),\label{tail}\\
P_m(x)&=x^5+\frac{5x^4}{m}+\frac{20x^3}{m^2}+\frac{60x^2}{m^3}+\frac{120x}{m^4}+\frac{120}{m^5}.
\end{align}
At $x=0$ only the last term of $P_m$ survives, so
\begin{equation}
J(\infty)=120\sum_{m=1}^\infty\frac1{m^5}=120\,\zeta(5)=124.43133 .
\end{equation}
The fifth-power law is therefore $\rho_5=C(T/\Theta)^5J(\infty)$. I measure its error relative to the full formula:
\begin{equation}
\delta=\frac{\rho_5-\rho}{\rho}=\frac{J(\infty)}{J(x)}-1=\frac{R(x)}{J(x)} .
\label{delta}
\end{equation}

\subsection*{The integral at $x=13$}

Simpson's rule with an even number $N$ of intervals, $h=x/N$, and integrand $g(t)$ reads
\begin{equation}
J(x)\approx\frac h3\left[g_0+4g_1+2g_2+4g_3+\dots+4g_{N-1}+g_N\right].
\end{equation}
At $t=0$ the integrand looks like $0/0$, but it tends to $t^3$, so $g_0=0$. For $x=13$ the results are
\begin{equation}
N=26:\ 123.14102,\qquad N=52:\ 123.14313 .
\end{equation}
The leading error of Simpson's rule goes as $h^4$, so halving $h$ divides it by 16. The error left at $N=52$ is then about one fifteenth of the difference, $0.00211/15=0.00014$. Adding it gives $123.14327$; adaptive quadrature gives $123.14326$.

The tail series provides a separate route. Its terms with $m\ge2$ are smaller than the first by a factor of order $e^{-13}\approx2\times10^{-6}$. The first term is
\begin{align}
P_1(13)&=371293+142805+43940+10140+1560+120=569858,\\
R(13)&\approx569858\,e^{-13}=1.28807 .
\end{align}
This equals $124.43133-123.14326$ to the digits shown. Hence
\begin{equation}
\delta(13)=\frac{1.28807}{123.14326}=1.046\,\% .
\end{equation}
At $\Theta/13$ itself the error is still slightly above one percent. The same calculation at other temperatures gives:

\begin{center}
\begin{tabular}{rrr}
$\Theta/T$ & $J$ & $\delta$ (\%)\\
5 & 50.263 & 147.56\\
8 & 101.478 & 22.62\\
10 & 116.381 & 6.92\\
12 & 121.990 & 2.00\\
14 & 123.767 & 0.54\\
16 & 124.265 & 0.13
\end{tabular}
\end{center}

The first row is close to your proposed limit. There the fifth-power law is too large by a factor of about $2.5$.

\subsection*{Locating the threshold, and why it is unique}

The integrand is positive, so $J(x)$ rises with $x$ and $\delta$ falls. It falls from infinity at $x\to0$ to zero at $x\to\infty$, and so passes one percent once. At all lower temperatures the error is smaller, and at all higher ones it is larger. This justifies the word ``only'' in your exercise.

Setting $\delta=0.01$ in Eq.~\eqref{delta} gives $J(x)=J(\infty)/1.01$, and so
\begin{equation}
R(x)=J(\infty)\left(1-\frac1{1.01}\right)=\frac{J(\infty)}{101}.
\end{equation}
Keeping $m=1$ in Eq.~\eqref{tail} and taking the logarithm,
\begin{equation}
x=\ln\frac{101\,P_1(x)}{J(\infty)}=\ln101+\ln\frac{P_1(x)}{J(\infty)} .
\label{iter}
\end{equation}
The first term, $4.6$, is your estimate. The second is what the powers of $t$ add: at $x=13$ it is $\ln(569858/124.43)=8.4$. Together they make 13.

Equation~\eqref{iter} can be solved by repeated insertion. Differentiating the polynomial gives $P_1'=P_1-x^5$, so the slope of the right-hand side is $1-x^5/P_1$. This lies between 0 and 1, and is $0.35$ at $x=13$, so near the solution each step reduces the distance to it about threefold. Starting from 10, where $P_1=177320$, the sequence is
\begin{equation}
10,\ 11.877,\ 12.638,\ 12.917,\ 13.015,\ 13.050,\ 13.062,\dots
\end{equation}
It converges to
\begin{equation}
\boxed{\frac{\Theta}{T_1}=13.07,\qquad T_1=0.0765\,\Theta\approx\frac{\Theta}{13}} .
\end{equation}
A root search on the original integral agrees with the iteration to within $10^{-4}$ in $x$. If you take the error relative to the fifth-power law instead, the threshold is $x=13.05$, so the choice hardly matters. The required accuracy matters more: ten percent is reached at $\Theta/9.4$, and $0.1$ percent at $\Theta/16.4$.

An accurate value does not imply an equally accurate slope. From $\ln\rho=\text{const}-5\ln x+\ln J(x)$ and $d\ln T=-d\ln x$,
\begin{equation}
\frac{d\ln\rho}{d\ln T}=5-\frac{xJ'(x)}{J(x)} .
\end{equation}
At $T_1$ this is $4.915$, which is $1.7$ percent below 5. With $J'\approx x^5e^{-x}$ and $\delta\approx P_1e^{-x}/J$, the shortfall is $\delta\,x^6/P_1$, or about $8.5\,\delta$ here. Near $T_1$ the local exponent therefore departs from 5 by a larger percentage than the resistivity departs from the fifth-power law.

\subsection*{Numbers for a copper interconnect}

Take rough values for copper: $\Theta=320$ K, a phonon resistivity of $1.7\ \mu\Omega\,$cm at 300 K, and a lattice constant $a=0.361$ nm. With $J(320/300)=0.30402$,
\begin{equation}
C=\frac{1.7}{(300/320)^5\times0.30402}=7.72\ \mu\Omega\,\text{cm},\qquad
T_1=\frac{320\ \text{K}}{13.07}=24.5\ \text{K}.
\end{equation}
At $T_1$ the full formula gives $2.50\times10^{-3}\ \mu\Omega\,$cm. Holding $C$ and $\Theta$ fixed, the fifth-power law is too large by a factor $1.23$ at 40 K, $3.8$ at 77 K, about 410 at 300 K and about 1000 at 378 K, a hot chip. At operating temperature the nearly linear limit is the relevant one.

The value 320 K is an effective parameter, not the $\hbar cq_D/k_B$ of the derivation. Strain coupling with $\mathbf k'-\mathbf k=\mathbf q$ involves longitudinal phonons only, and typical elastic constants of copper give about 650 K for those, against about 305 K for the transverse branches. The threshold scales with $\Theta$. Raising $\Theta$ by 20 K moves it to 26.0 K. With the 300 K resistivity held fixed, the same change lowers the calculated resistivity at 24.5 K by 21 percent, far more than the one percent at issue.

In a real line, phonons are a small part of the resistivity at $T_1$. Suppose the bulk resistivity at 300 K is 100 times its residual value from defects and impurities. The residual part is then $1.7/99=0.0172\ \mu\Omega\,$cm, about seven times the phonon part at $T_1$.

Surfaces add more. For free electrons, resistivity times mean free path is $\hbar k_F/(n_ee^2)=6.6\times10^{-16}\ \Omega\,\text{m}^2$ with $n_e=4/a^3$. The path is thus 39 nm at 300 K from phonons alone, and 3.3 $\mu$m at $T_1$ with the residual scattering included. Consider a film of thickness $\kappa$ mean free paths whose surfaces scatter diffusely. An electron moving at direction cosine $\mu$ (no longer the chemical potential) to the film normal, at distance $z$ (in mean free paths) from the surface it left, has its path shortened by the factor $1-e^{-z/\mu}$. Averaging over $z$, and weighting by the squared velocity along the current, gives
\begin{equation}
\frac{\rho_{\rm bulk}}{\rho_{\rm film}}=\frac32\int_0^1(1-\mu^2)\left[1-\frac{\mu}{\kappa}\left(1-e^{-\kappa/\mu}\right)\right]d\mu .
\end{equation}
For 50 nm this yields $2.3\ \mu\Omega\,$cm at 300 K without residual scattering. At $T_1$, with it, the result is $0.38\ \mu\Omega\,$cm, about 150 times the bulk phonon part. Grain boundaries, not included here, add to this.

\subsection*{Does bulk copper follow $T^5$ below $\Theta/13$?}

The one percent compares two versions of one model, so it does not answer this. Two omissions can be estimated for free electrons in copper's fcc lattice.

First, the derivation took the potential per unit strain to be the same at all wavelengths. In the Thomas--Fermi approximation the screened potential of an ion goes as $1/(K^2+k_s^2)$ instead of its long-wavelength limit $1/k_s^2$, so the squared coupling acquires a factor $[k_s^2/(K^2+k_s^2)]^2$, with $K$ the electron's wave-number change, $k_s^2=4k_F/(\pi a_0)$ and $a_0$ the Bohr radius. At $T_1$ the normal processes, those with $\mathbf K=\mathbf q$, then give 71 percent of their own low-temperature $T^5$ law. At 5 K they give 98 percent. These figures depend on the model. At $T_1$, Lindhard screening gives 74 percent, adding an empty ion core of radius $0.43$--$0.75$ \AA{} gives 67--54 percent, and the longitudinal sound speed in place of $\Theta=320$ K gives 91 percent.

Second, in an umklapp process $\mathbf K=\mathbf q+\mathbf G$, with $\mathbf G$ a reciprocal-lattice vector. A phonon of small $q$ can then cause a large momentum loss. Since $K\le2k_F$, the smallest phonon that can do this has
\begin{equation}
\frac{q_{\min}}{q_D}=\frac{2\pi\sqrt3-2(12\pi^2)^{1/3}}{(24\pi^2)^{1/3}}=0.17 ,
\end{equation}
which corresponds to $0.17\,\Theta\approx55$ K. Far below 55 K these phonons are frozen out, but at 24.5 K they are not. To size the effect, repeat the derivation above with $K^2$ for the momentum loss. Three equally fast phonon branches give a squared coupling proportional to $K^2/\omega$, and the final states give $d^3K/K$. The weight is $K^3n(n+1)\,d^3K$ times the screening factor. Summed over the two shortest sets of $\mathbf G$, umklapp scattering is about 15 times the normal part at $T_1$, $0.6$ times at 5 K, and one percent of it at 3.3 K. These numbers show only that umklapp cannot be assumed frozen out at $T_1$; they do not fix its size. The coupling is needed at $K\approx2k_F$, where a Thomas--Fermi point ion is a poor description. The ratio at $T_1$ becomes 20 with Lindhard screening, between $0.3$ and 4 when an empty core of radius $0.43$--$0.75$ \AA{} is added, and several hundred with separate longitudinal and transverse sound speeds. The one-percent temperature moves between about 2.7 and 8 K.

In this estimate a $T^5$ law good to one percent appears only at a few kelvin, well below $\Theta/13$. Even that is not a prediction for copper: its real Fermi surface touches the zone boundary, so the gap $q_{\min}$ of the spherical model does not apply. Phonon drag and electron--electron scattering are also left out. Nor does the factor 15 mean that Eq.~\eqref{bg} is too small by that much. In the same estimate umklapp is already about 7 times the normal part at 300 K, and that share is absorbed in the fitted $C$. Scaled to $1.7\ \mu\Omega\,$cm at 300 K, the estimate gives $9.6\times10^{-3}\ \mu\Omega\,$cm at 25 K and Eq.~\eqref{bg} gives $2.8\times10^{-3}$. The tabulated phonon resistivity of pure copper there is roughly $2.5\times10^{-3}$, so the fitted formula is the closer one, at the ten percent level and not at one percent. The threshold $\Theta/13$ tells you when you may replace $J(\Theta/T)$ by $J(\infty)$ in Eq.~\eqref{bg}; whether Eq.~\eqref{bg} describes the metal to one percent is a separate question. The values of the main calculation are in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
J(infinity) = 124.43133
J(13): Simpson 26 intervals 123.14102, 52 intervals 123.14313
J(13): adaptive quadrature 123.14326; tail 1.28807
x = Theta/T, J(x), error of fifth-power law (%)
   5    50.26309   147.56004
   8   101.47781    22.61925
  10   116.38075     6.91745
  12   121.99040     2.00092
  13   123.14326     1.04599
  14   123.76748     0.53637
  16   124.26528     0.13363
  20   124.42270     0.00694
iteration for x: 10.0000 11.8771 12.6376 12.9167 13.0154 13.0499 13.0619
one-percent threshold: x = 13.0682, T/Theta = 0.07652
1/13 = 0.07692
threshold, error relative to power law: x = 13.0530
0.1 % threshold x = 16.406; 10 % threshold x = 9.384
local exponent at one-percent threshold = 4.9146
inputs: Theta 320 K, rho 1.70 microohm cm at 300 K
inputs: lattice constant 0.361 nm, film 50 nm
input: resistance ratio 100
J(Theta/300 K) = 0.30402; C = 7.7213 microohm cm
copper one-percent threshold = 24.49 K
T (K), rho BG, rho fifth-power (microohm cm), ratio power/BG
   10.00  2.8633e-05  2.8633e-05  1.0000
   20.00  9.1504e-04  9.1626e-04  1.0013
   24.49  2.4958e-03  2.5208e-03  1.0100
   40.00  2.3912e-02  2.9320e-02  1.2262
   77.00  2.0286e-01  7.7504e-01  3.8206
  300.00  1.7000e+00  6.9579e+02  409.2867
  378.00  2.1918e+00  2.2097e+03  1008.1591
residual resistivity = 0.01717 microohm cm
residual / phonon resistivity at threshold = 6.88
rho times mean free path = 6.573e-16 ohm m^2
mean free path at 300 K, phonons only = 38.7 nm
bulk path at threshold, with residual = 3342 nm
film resistivity at 300 K, no residual = 2.301 microohm cm
film resistivity at threshold, with residual = 0.378 microohm cm
film / phonon resistivity at threshold = 151.5
Theta + 20 K: threshold 26.02 K
Theta + 20 K: rho at 24.49 K changes by -20.6 %
smallest umklapp q / qD = 0.1715
its phonon energy / kB = 54.9 K
T (K), screened normal / fifth-power law, umklapp / normal
   3.00  0.9936  3.054e-03
   5.00  0.9825  6.383e-01
  10.00  0.9344  1.155e+01
  24.49  0.7125  1.534e+01
umklapp reaches 1 % of normal at 3.27 K (spherical model)
\end{verbatim}
